# Why a semicore p shell must respond in field-gradient calculations

Take six electrons in the 2p shell of a nucleus of charge $Z$ and let them feel only that nucleus. The shell is closed and its density is spherical. Now put charges far away that produce an electric field gradient $Q$ at the nucleus. If the shell is held spherical, the nucleus feels $Q$. If the shell may adjust, the nucleus feels $(1+8.8/Z)Q$, to first order in $Q$. The electrons amplify the gradient.

This case can be solved with polynomials, and it shows what is lost when an LAPW calculation treats an outer p shell as spherical core. Hartree atomic units are used throughout.

## What a spherical shell contributes

Let the external field be axial, with electrostatic potential

$$\phi_{\rm ext}=\frac Q4(3z^2-r^2)=\frac Q2\,r^2P_2(\cos\theta).$$

Its second derivative along $z$ is $\frac Q4(6-2)=Q$, so $Q$ is the external $V_{zz}$. An electron has charge $-1$ and acquires the energy

$$H'=-\frac Q2\,r^2P_2 .$$

For $Q>0$ electrons are drawn towards the $z$ axis. A unit positive charge at $\mathbf r$ produces $V_{zz}=(3\cos^2\theta-1)/r^3=2P_2/r^3$ at the origin, so an electron produces $-2P_2/r^3$.

Write a p orbital as $u(r)Y_{1m}/r$ with $\int u^2dr=1$. For $m=0$ the mean of $\cos^2\theta$ is $3/5$, and for $m=\pm1$ it is $1/5$. With $P_2=(3\cos^2\theta-1)/2$ the mean values $a_m=\langle P_2\rangle_m$ are

$$a_0=\tfrac25,\qquad a_{\pm1}=-\tfrac15 .$$

The two electrons with $m=0$ give $-2\cdot2\cdot\frac25\langle r^{-3}\rangle=-\frac85\langle r^{-3}\rangle$. The four with $m=\pm1$ give $+\frac85\langle r^{-3}\rangle$. The sum is zero because all three orbitals share one radial function.

This is the situation of an LAPW core state. It is computed in the spherical part of the potential, which does not contain $H'$, so $u$ is the same for all $m$ whatever the surroundings. The zero is a balance of two large terms, and a field that makes $u$ slightly different for different $m$ upsets it.

## The response as a radial equation

Multiplying $Y_{1m}$ by $P_2$ gives harmonics of odd parity, degree at most three and the same $m$:

$$P_2Y_{1m}=a_mY_{1m}+b_mY_{3m}.$$

The field therefore mixes p with p and p with f. The sums of squares are needed below. First, $\sum_m a_m^2=\frac4{25}+\frac2{25}=\frac6{25}$. Next, $a_m^2+b_m^2=\langle P_2^2\rangle_m$. Since $\sum_m|Y_{1m}|^2=3/4\pi$ and the average of $P_2^2$ over the sphere is $1/5$, the sum of $\langle P_2^2\rangle_m$ is $3/5$. Hence $\sum_m b_m^2=\frac35-\frac6{25}=\frac9{25}$.

Let $h_l$ be the unperturbed radial Hamiltonian, including the centrifugal term, and $\varepsilon$ the shell's energy. The first-order change $\psi_1$ of an orbital $\psi_0$ obeys

$$(H_0-\varepsilon)\psi_1=-(H'-\langle H'\rangle)\psi_0,\qquad \langle H'\rangle=-\frac Q2a_m\langle r^2\rangle .$$

Inserting

$$\psi_1=-\frac Q{2r}\left(a_mw_pY_{1m}+b_mw_fY_{3m}\right)$$

and comparing the coefficients of the two harmonics gives

$$(h_1-\varepsilon)w_p=-(r^2-\langle r^2\rangle)u,\qquad (h_3-\varepsilon)w_f=-r^2u .$$

Normalization requires $\int u\,w_p\,dr=0$.

The change in one electron's contribution to $V_{zz}$ is twice the cross term of $-2P_2/r^3$ between $\psi_0$ and $\psi_1$:

$$-4\Big(-\frac Q2\Big)\left(a_m^2I_p+b_m^2I_f\right)=2Q\left(a_m^2I_p+b_m^2I_f\right),\qquad I_l=\int_0^\infty\frac{u\,w_l}{r^3}\,dr .$$

Two spins double this. The sum over $m$ inserts $6/25$ and $9/25$. The induced gradient is called $-\gamma Q$, so that the nucleus feels $(1-\gamma)Q$, and

$$\gamma=\gamma_{pp}+\gamma_{pf},\qquad \gamma_{pp}=-\frac{24}{25}I_p,\qquad \gamma_{pf}=-\frac{36}{25}I_f .$$

Positive $\gamma$ is Sternheimer shielding and negative $\gamma$ is antishielding.

## The hydrogenic shell solved

For $Z=1$ the 2p function is $u=r^2e^{-r/2}/\sqrt{24}$ with $\varepsilon=-1/8$, and $\langle r^2\rangle=6!/4!=30$. Acting on a power times the exponential gives

$$(h_l+\tfrac18)\,r^ke^{-r/2}=\left[\frac{l(l+1)-k(k-1)}2\,r^{k-2}+\Big(\frac k2-1\Big)r^{k-1}\right]e^{-r/2},$$

because the terms in $r^k$, namely $-\frac18$ from the second derivative and $+\frac18$ from $-\varepsilon$, cancel.

For the p channel the right side must be $(-r^4+30r^2)e^{-r/2}/\sqrt{24}$. Try $w_p=(Ar^2+Cr^4+Dr^5)e^{-r/2}/\sqrt{24}$.

- The power $r^4$ requires $\frac32D=-1$, so $D=-\frac23$.
- The power $r^3$ requires $-9D+C=0$, so $C=-6$.
- The power $r^2$ requires $-5C=30$, which holds.

The term $Ar^2$ solves the homogeneous equation, so orthogonality to $u$ must fix it:

$$4!\,A-6\cdot6!-\tfrac23\cdot7!=0\quad\Rightarrow\quad A=\frac{4320+3360}{24}=320 .$$

In $I_p$ the three terms meet the integrals $\int r\,e^{-r}dr=1$, $\int r^3e^{-r}dr=6$ and $\int r^4e^{-r}dr=24$:

$$I_p=\frac{320-36-16}{24}=\frac{67}6,\qquad \gamma_{pp}=-\frac{268}{25}=-10.72 .$$

For the f channel try $w_f=(Cr^4+Dr^5)e^{-r/2}/\sqrt{24}$. The power $r^4$ again gives $D=-\frac23$. The power $r^3$ gives $-4D+C=0$, so $C=-\frac83$. The coefficient of $r^2$ is $(12-12)/2=0$, as required. Then

$$I_f=\frac{-\frac83\cdot6-\frac23\cdot24}{24}=-\frac43,\qquad \gamma_{pf}=\frac{48}{25}=1.92 .$$

For nuclear charge $Z$ lengths shrink as $1/Z$ and energies grow as $Z^2$. The source $r^2$ brings $Z^{-2}$ and the energy denominator another $Z^{-2}$, so $w/u$ scales as $Z^{-4}$. The weight $r^{-3}$ brings $Z^3$. Altogether $\gamma=(-10.72+1.92)/Z=-8.8/Z$.

## Why the shell amplifies

The two parts of $\gamma$ have opposite signs because they describe different motions. In the p–f part electrons move in angle towards the $z$ axis, where the external potential attracts them. Negative charge on the axis gives negative $V_{zz}$ and opposes $Q$. This is ordinary shielding.

In the p–p part the angular shape of each orbital stays fixed and its radial size changes. For $m=0$ the radial change is $-\frac Q2\cdot\frac25w_p$. Near the nucleus $w_p$ is positive, and at large $r$ it is negative. The orbital therefore loses amplitude inside and gains it outside: the attraction grows as $r^2$ and pulls it outward. The $m=0$ electrons were the negative side of the balance at the nucleus, and that side is now weaker. For $m=\pm1$ the sign of $a_m$ is reversed, the orbitals contract, and the positive side becomes stronger. Both changes add to $Q$.

The size of the effect follows from the form of $w_p$ near the nucleus. There $w_p\approx\alpha u$, with $\alpha=320$ for $Z=1$. The next term is $-6r^4$, smaller by a factor of order $r^2$. To this accuracy the inner part of the orbital is only rescaled, and

$$\gamma_{pp}\approx-\frac{24}{25}\,\alpha\,\langle r^{-3}\rangle .$$

With $\langle r^{-3}\rangle=1/24$ this gives $-12.8$, against the full $-10.72$.

The product joins two ends of the shell. The factor $\alpha$ measures how easily the outer part gives way, and $\langle r^{-3}\rangle$ measures how strongly the inner part acts on the nucleus. In the hydrogenic model one charge governs both: $\alpha=320/Z^4$ and $\langle r^{-3}\rangle=Z^3/24$, so a tighter core means a stiffer shell and $|\gamma|$ falls as $1/Z$. In a heavy atom the two are less tightly linked. The outer part of a semicore shell is held by a screened charge, while its inner part moves close to an almost bare nucleus.

## A shell with other p shells beneath it

An outer p shell lies above occupied p shells of the same atom, and this changes the radial equation. Let $i$ and $j$ be two occupied p shells. The field mixes $u_j$ into $u_i$ with a coefficient proportional to

$$c_{ji}=-\frac{\langle u_j|r^2|u_i\rangle}{\varepsilon_j-\varepsilon_i},$$

and it mixes $u_i$ into $u_j$ with $c_{ij}=-c_{ji}$. Both admixtures enter the gradient with the same factor $\langle u_i|r^{-3}|u_j\rangle$, so their sum vanishes. This is the Pauli principle at first order: a rotation among filled orbitals leaves the density unchanged.

Each shell can therefore be assigned only its response into empty states. The p-channel equation becomes

$$(h_1-\varepsilon)w_p=-\Big(r^2u-\sum_j u_j\langle u_j|r^2|u\rangle\Big),\qquad \int u_jw_p\,dr=0,$$

where $j$ runs over all occupied p shells, including the one considered. The formulas for $\gamma$ are unchanged.

## The 4p shell of strontium

The free ion Sr$^{2+}$ has the closed shells 2p, 3p and 4p, and 4p is the semicore shell. I computed its potential self-consistently in the local density approximation (Slater exchange, VWN correlation), without relativity. The radial equations were then solved in that fixed potential, as matrix equations on a grid of Legendre–Lobatto points reaching to 12 bohr. Keeping the potential fixed means that the field of the induced density does not act back on the electrons.

The 4p shell has $\varepsilon=-1.345$ hartree, $\langle r^2\rangle=2.77$ bohr² and $\langle r^{-3}\rangle=29.6$ bohr⁻³. The two averages come from different places: 97 % of $\langle r^2\rangle$ arises beyond 1 bohr, and 96 % of $\langle r^{-3}\rangle$ within 0.3 bohr. The field grips the shell outside, and the nucleus notices it inside.

The ratio $w_p/u$ is 1.371 bohr²/hartree near $r=0.01$ bohr. Averaged with the weight $u^2/r^3$ it is 1.362, so the inner part is indeed almost purely rescaled. The average is $I_p/\langle r^{-3}\rangle$ by definition, and

$$\gamma_{pp}=-0.96\times1.362\times29.58=-38.7 .$$

The formulas of the hydrogenic 2p shell can serve as a yardstick. The value $\alpha=1.37$ would need $Z=(320/1.37)^{1/4}\approx3.9$, and $\langle r^{-3}\rangle=29.6$ would need $Z=(24\times29.6)^{1/3}\approx8.9$. Measured against a 2p shell, the 4p shell yields like a weakly bound one and acts on the nucleus like a much tighter one. The two values are not screened charges of the 4p shell, because the formulas hold for $n=2$: a hydrogenic 4p shell has $\langle r^{-3}\rangle=Z^3/192$ and, with 2p and 3p filled beneath it, an average $w_p/u$ of about $2.71\times10^4/Z^4$. Measured against that shell, the two values become $Z\approx12$ and $Z\approx18$. The gap is narrower, but it remains.

The three p shells compare as follows.

| shell | $\gamma_{pp}$ | $\gamma_{pf}$ | sum |
|---|---:|---:|---:|
| 2p | −0.20 | 0.06 | −0.14 |
| 3p | −2.45 | 0.16 | −2.29 |
| 4p | −38.68 | 0.48 | −38.20 |

The same construction for the s and d shells, with their own angular sums, adds −0.62. All closed shells together give $\gamma=-41.2$, of which 4p supplies 93 %.

Now let $Q=0.001$ a.u., which is $9.72\times10^{18}$ V/m². Before the field acts, the $m=0$ pair contributes $-\frac85\times29.58=-47.33$ a.u. to $V_{zz}$ and the $m=\pm1$ electrons contribute $+47.33$ a.u. From $\psi_1$, leaving out the admixtures of 2p and 3p that cancel in the total, the relative change of $\langle r^{-3}\rangle$ is $2(-\frac Q2)a_mI_p/\langle r^{-3}\rangle$. For $m=0$ this is $-0.001\times0.4\times1.362=-0.0545$ %, and for $m=\pm1$ it is half as large and positive. The balance shifts by

$$(-47.33)(-0.000545)+(47.33)(0.000272)=0.0258+0.0129=0.0387\ \text{a.u.}$$

The p–f part removes 0.0005 a.u., which leaves 0.0382 a.u. from the 4p shell. Leaving the other shells aside, the external 0.001 a.u. and the 4p response together give 0.0392 a.u., or $3.81\times10^{20}$ V/m². Had 4p been spherical core, its share would have been zero and only the external 0.001 a.u. would have remained of this sum. A change of one part in two thousand in $\langle r^{-3}\rangle$ outweighs the field that caused it, because it acts on a balance of two terms of 47 a.u.

## Where the source sits

The factor 39 applies to charge well outside the shell. Suppose instead that the gradient comes from a thin spherical layer of radius $R$ whose charge varies as $P_2$. For the same $Q$ at the nucleus, the function $r^2$ in $H'$ and in the radial equations is replaced by

$$v_R(r)=\begin{cases}r^2,& r<R,\\ R^5/r^3,& r>R.\end{cases}$$

For the 4p shell this gives

| $R$ (bohr) | 0.5 | 1 | 2 | 3 | 4 | 6 |
|---|---:|---:|---:|---:|---:|---:|
| $\gamma(R)$ | 0.36 | 3.7 | −12.3 | −32.6 | −37.5 | −38.2 |

At 6 bohr the distant limit is reached. At 2 bohr a third of it remains, and at 1 and 0.5 bohr $\gamma$ is positive; at 1 bohr it exceeds one, so the 4p response alone outweighs the source. The other shells partly offset it there: all closed shells together give $\gamma\approx0.5$ at 1 bohr, and $1-\gamma$ for the whole ion stays positive.

For very small $R$ the sign follows from the opposite limit. When $R$ is far smaller than the shell, $v_R=R^5/r^3$ over nearly all of it. The solution $w_l$ is then $-R^5$ times an operator acting on $u/r^3$. That operator is the inverse of $h_l-\varepsilon$ on the empty states. All empty p and f states of this ion lie above 4p, so it is positive, and

$$I_l=\int\frac{u}{r^3}\,w_l\,dr<0 .$$

Both parts of $\gamma$ are then positive. The attraction on the $m=0$ orbital is now strongest near the nucleus and pulls it inward. The radii 0.5 and 1 bohr are not deep in this limit, since most of $\langle r^{-3}\rangle$ lies within 0.3 bohr, so the argument does not fix their signs; the computed values there are positive as well.

The table warns against multiplying a whole crystal field gradient by $1-\gamma$. Part of that gradient comes from the aspherical valence density of the atom itself, much of it close to the nucleus, where the distant-source factor does not apply. Different parts of the charge need different factors. A calculation in which the shell responds to the actual potential applies them without being told.

## What this asks of an LAPW calculation

The semicore p shell has to be solved in the full potential, with its $l=2$ part. In LAPW this is done by moving the shell into the valence problem and giving it local orbitals at its own energy.

The label "valence" is not sufficient by itself. Suppose the shell lay wholly inside the atomic sphere and the basis offered a single p radial function $u$ there, which the shell filled for every $m$. Mixing the $m$ values would leave the density spherical, and $\gamma_{pp}$ would still be zero. If f functions were present, only $\gamma_{pf}$ would survive, and the computed response to a distant source would have the wrong sign. A real semicore shell reaches somewhat beyond the sphere. Its amplitude inside can then change as charge crosses the boundary, but with one radial function its shape inside cannot. The basis must hold further p functions, so that the shape for $m=0$ can differ from that for $m=\pm1$. The linearized functions at the valence energy, combined with the semicore local orbital, offer this freedom. Whether it is enough in a given case is a matter of convergence with respect to added local orbitals.

The "must" in the demand has conditions. At a site of cubic symmetry the field gradient vanishes and there is nothing to amplify. Elsewhere a shell may stay in the core if its whole response is small compared with the accuracy wanted. That includes the response to aspherical charge within the shell: for 4p, $\gamma(R)$ is still 3.7 at 1 bohr. For a distant source acting on Sr$^{2+}$ the full factor is $1+41.2=42.2$. The losses below assume the fixed potential, and that the shells left free stay orthogonal to the one that is held. Holding 2p spherical loses 0.14 of this, or 0.3 %. Holding 3p spherical loses 2.3, or 5 %. Holding 4p spherical loses 38.2, or 90 %.

These figures describe a free ion. Relativity changes the orbitals near the nucleus, where $r^{-3}$ weights them most. The field of the induced density changes the response: when its Hartree and LDA exchange-correlation parts act back on the electrons, the total $\gamma$ moves from $-41.2$ to about $-40$, holding 4p spherical loses 93 %, and holding 3p spherical loses only about 2 %. In a crystal the 4p shell also overlaps its neighbours, and its distortion is then no longer a response to a pure quadrupole field. The factor 39 is therefore not a correction to be applied to a strontium compound. It shows that the term set to zero by a spherical core can be far larger than the external gradient that survives.
